# Do GW defect levels from charged supercells need an image correction?

**Question**

I compute the quasiparticle level of a point defect with $G_0W_0$ on top of a semilocal Kohn-Sham calculation. The supercell has net charge $q$ and a uniform neutralising background. I correct total energies for image charges. My assumption was that a GW level needs no such correction, because it is a proper addition or removal energy and I converge the $\mathbf k\to 0$ singularity of $W$. Yet the level drifts like $1/L$ with the cell size. Is the drift real? If so, which correction applies, and should it be multiplied by the renormalisation factor $Z$?

**Answer**

The drift is real. $G_0W_0$ replaces the exchange-correlation potential and keeps the Hartree potential, and the images act through the Hartree potential. In Hartree units, for a cubic cell of side $L$ and volume $V=L^3$, with the mean electrostatic potential as zero of energy, a localised level $d$ inside the gap of a cubic host obeys

$$E_d(L)-E_d(\infty)=\varepsilon_d(L)-\varepsilon_d(\infty)+O(L^{-3})=\frac{q\alpha}{\epsilon L}+O(L^{-3}).$$

Here $E_d$ is the quasiparticle level, $\varepsilon_d$ the Kohn-Sham eigenvalue, $\epsilon$ the dielectric constant and $\alpha=2.837297$ the simple-cubic Madelung constant. The charge $q$ is that of the cell in which $G_0$ and $W_0$ are built, and no factor $Z$ enters. All numbers below are taken from the numerical output at the end.

**The image potential without a host**

With the background, the Coulomb kernel lacks its $\mathbf G=0$ term:

$$v_{\rm per}(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

Since $V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$, the Laplacian is $\nabla^2v_{\rm per}=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/V$. Subtracting $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ shows that $\Delta=v_{\rm per}-1/r$ satisfies $\nabla^2\Delta=4\pi/V$ for $r<L$. Because $\nabla^2r^2=6$, a particular solution is $c\,r^2$ with $c=2\pi/(3V)$. The rest is harmonic and has cubic symmetry. Inversion removes odd $l$, and no $l=2$ harmonic is invariant under the cubic group, so the constant is followed by $l=4$. The kernel scales as $1/L$, and the constant defines $\alpha$:

$$\Delta(\mathbf r)=-\frac{\alpha}{L}+c\,r^2+O(r^4/L^5).$$

Let $\rho$ be the total charge density, nuclei included, compact on the scale $L$, with $\int\rho=q$, no dipole moment, and $Q=\int\rho\,r^2$. An electron has charge $-1$, so its potential energy changes by $\delta U(\mathbf r)=-\int\Delta(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'$. In $|\mathbf r-\mathbf r'|^2=r^2-2\mathbf r\cdot\mathbf r'+r'^2$ the cross term integrates to the dipole, which vanishes, and

$$\delta U(\mathbf r)=\frac{q\alpha}{L}-c\,(Q+q\,r^2).$$

For $q>0$ the levels move up: the negative background fills the space from the origin outwards, while the positive images begin at distance $L$. The energy functional is stationary in the density, so the total energy changes to first order by $\tfrac12\iint\rho\Delta\rho$. The terms $r^2$ and $r'^2$ each give $qQ$, hence

$$\delta E_{\rm tot}=-\frac{q^2\alpha}{2L}+c\,qQ .$$

The leading correction is $E_{\rm corr}=E_{\rm tot}(\infty)-E_{\rm tot}(L)=q^2\alpha/(2L)$, and the leading level shift is $(2/q)E_{\rm corr}$. Janak's theorem gives the same: $\varepsilon_d=\partial E_{\rm tot}/\partial N=-\partial E_{\rm tot}/\partial q$, and $-\partial_q[-q^2\alpha/(2L)]=q\alpha/L$.

Self-consistency changes the $L^{-3}$ term. The periodic Kohn-Sham problem is the isolated one with $\delta U$ added. Its constant part moves every eigenvalue equally and leaves the orbitals alone. Its part $-cq\,r^2$ acts as a test potential $\lambda r^2$ with $\lambda=-cq$, to which the isolated system responds self-consistently. The induced change of $Q$ is $O(L^{-3})$ and is multiplied by $c$, so it enters at $L^{-6}$. For an $s$ level of a spherical system the $l=4$ term averages to zero at first order, and

$$\delta\varepsilon_d=\frac{q\alpha}{L}-c\left(Q+q\,\frac{d\varepsilon_d}{d\lambda}\right)+O(L^{-6}).$$

The rule $2/q$ holds for the $1/L$ term and not beyond it: $-(2/q)\,\delta E_{\rm tot}$ has the $L^{-3}$ term $-2cQ$, which differs from the one above.

**Screening by the host**

Assume the host responds linearly to the image field. The screened potential at the defect from a unit charge there is $\int d^3k\,W(\mathbf k)/(2\pi)^3$ for one defect, and $V^{-1}\sum_{\mathbf k\ne0}W(\mathbf k)$ over the reciprocal lattice of the supercell for the periodic array. In a cubic insulator $W(\mathbf k)=4\pi/(\epsilon k^2)+O(k^0)$. The singular term is the vacuum problem divided by $\epsilon$ and gives $-\alpha/(\epsilon L)$. A term homogeneous of degree $n$ in $\mathbf k$ gives a difference between sum and integral that scales as $L^{-3-n}$, since the mesh spacing is $2\pi/L$ and each point weighs $L^{-3}$; $n=-2$ is the Madelung term and $n=0$ is $L^{-3}$. So $\delta U=q\alpha/(\epsilon L)+O(L^{-3})$ at the defect.

The value of $\epsilon$ follows from what was allowed to respond. If the ions were relaxed in charge state $q'$, the far field of that state is $q'/(\epsilon_0 r)$ with the static constant. Changing the charge to $q$ at clamped ions adds $(q-q')/(\epsilon_\infty r)$ by linearity. Therefore

$$\frac{q}{\epsilon}\;\to\;\frac{q'}{\epsilon_0}+\frac{q-q'}{\epsilon_\infty}.$$

A cell with $q=0$ on the geometry of $q'=1$ then has a $1/L$ shift with coefficient $1/\epsilon_0-1/\epsilon_\infty<0$: a neutral cell is not safe if its ions carry frozen polarisation.

This was tested on a simple cubic lattice of polarisable dipoles with a unit charge at a cube centre. The Clausius-Mossotti relation $(\epsilon-1)/(\epsilon+2)=4\pi a/3$ fixes the polarisabilities $a=0.09549$ and $0.13642$, in units of the spacing cubed, for $\epsilon_\infty=3$ and $\epsilon_0=5$. Fitting the Ewald-summed potential with a constant, $L^{-1}$, $L^{-3}$ and $L^{-5}$ in cells of 16 to 32 spacings gives $0.33334$, $0.20000$ and $-0.13334$, against $1/3$, $1/5$ and $1/5-1/3$. The same fit on cells of 6 to 12 spacings gives $0.33414$, $0.20401$ and $-0.13013$. A $1/L$ coefficient extrapolated from small cells can thus be off by two per cent of its value, and the bias falls when the cells grow.

**What $G_0W_0$ does with a constant shift**

The diagonal quasiparticle equation is

$$E=\varepsilon_d+\Sigma^x_{dd}-v^{xc}_{dd}+\Sigma^c_{dd}(E),$$

and $\varepsilon_d$ contains $v_H$ and with it $\delta U$. For a closed shell with real orbitals, occupied levels $i$, empty levels $a$, $D_{ia}=\varepsilon_a-\varepsilon_i$ and $K_{ia,jb}=(ia|jb)$, the RPA excitation energies $\Omega_s$ follow from the eigenvalues $\Omega_s^2$ of $D^2+4D^{1/2}KD^{1/2}$. With eigenvectors $T_s$, the couplings are $w_{ms}=\sqrt2\sum_{ia}(dm|ia)\,(D_{ia}/\Omega_s)^{1/2}\,T_{ia,s}$, the $\sqrt2$ coming from spin, and

$$\Sigma^c_{dd}(\omega)=\sum_s\left[\sum_i\frac{w_{is}^2}{\omega-\varepsilon_i+\Omega_s}+\sum_a\frac{w_{as}^2}{\omega-\varepsilon_a-\Omega_s}\right].$$

Add a constant $\delta$ to the Kohn-Sham potential. Orbitals and differences $D_{ia}$ are unchanged, so $\Omega_s$, $w_{ms}$, $\Sigma^x$ and $v^{xc}$ are unchanged. Each denominator depends on $\omega-\varepsilon_m$, so $\Sigma^c(\omega)\to\Sigma^c(\omega-\delta)$. The new equation $E=\varepsilon_d+\delta+\Sigma^x-v^{xc}+\Sigma^c(E-\delta)$ is the old one for the variable $E-\delta$, and the solution moves by $\delta$. The factor $Z=(1-\Sigma^{c\,\prime})^{-1}$, with the prime for $\partial_\omega$ at the solution, appears when the static terms move and the poles stay. Here the poles move too.

For a compact system $\delta U$ is a constant plus $-cq\,r^2$. Use the isolated kernel $1/r$ in $\Sigma$. For non-overlapping units in vacuum this is what a converged head gives, apart from the polarisation of the image units, which enters $W$ at order $L^{-4}$. The result is then $\delta E_d=q\alpha/L-c\,(Q+q\,dE_d/d\lambda)$. This was tested on the $2s$ level of Be, B$^+$ and C$^{2+}$ at $G_0W_0$@LDA/cc-pVDZ, self-consistent with Ewald integrals at $L=20$, $28$ and $40$ bohr. The formula holds within $2\times10^{-5}$ Ha in every cell, and the fitted $1/L$ coefficients of the quasiparticle level are $0.0000$, $1.0000$ and $2.0000$ in units of $\alpha$, although $Z$ is $0.8599$, $0.9003$ and $0.9222$. Neutral Be isolates the $L^{-3}$ term: $-cQ=(2\pi/24000)\times17.0652=0.004468$ Ha at $L=20$ bohr, in both the Kohn-Sham and the quasiparticle level.

**Why extended host states do not spoil this**

In a solid the periodic potential of the defect charge, its own term together with images and background, has zero mean over the cell because $v_{\rm per}$ lacks its $\mathbf G=0$ term, so extended band energies do not move by $\delta$, and one might expect their poles to stay behind. The self-energy of a localised state, however, probes the host locally. Define $W^c_m(i\nu)=-\sum_s2\Omega_sw_{ms}^2/(\Omega_s^2+\nu^2)$ and $x_m=\omega-\varepsilon_m$. Partial fractions and $\int_0^\infty d\nu/(b^2+\nu^2)=\pi/(2|b|)$ give

$$\int_0^\infty\frac{d\nu}{(\Omega^2+\nu^2)(x^2+\nu^2)}=\frac{1}{\Omega^2-x^2}\left(\frac{\pi}{2|x|}-\frac{\pi}{2\Omega}\right)=\frac{\pi}{2\Omega|x|(\Omega+|x|)} .$$

Hence $-\pi^{-1}\int_0^\infty d\nu\,W^c_m\,x_m/(x_m^2+\nu^2)=\sum_sw_{ms}^2\,{\rm sgn}(x_m)/(\Omega_s+|x_m|)$. For $x_m>0$ this is $w^2/(x_m+\Omega)$, the occupied term, and for $x_m<0$ it is $w^2/(x_m-\Omega)$, the empty term. So for $\omega$ between the highest occupied and lowest empty level

$$\Sigma^c_{dd}(\omega)=-\frac1\pi\int_0^\infty d\nu\sum_mW^c_m(i\nu)\,\frac{x_m}{x_m^2+\nu^2}.$$

For B$^+$ at midgap, pole sum and quadrature both give $-0.0758084$ Ha. If $d$ is occupied and $\omega$ lies below $\varepsilon_d$ but above the other occupied levels, the term $m=d$ has the wrong branch. The difference is $w^2/(x+\Omega)-w^2/(x-\Omega)=2\Omega w^2/(\Omega^2-x^2)$, which is $-W^c_d$ at the real frequency $|x_d|$; it depends on $\omega-\varepsilon_d$ and on $W$.

Since $x/(x^2+\nu^2)=\tfrac12[(x+i\nu)^{-1}+(x-i\nu)^{-1}]$, the sum over $m$ builds the resolvent $G(z)=(z-H)^{-1}$ at $z=\omega\pm i\nu$, between points $\mathbf r,\mathbf r'$ that $\psi_d$ confines to the defect. With ${\rm Re}\,z$ in the gap, $G(\mathbf r,\mathbf r';z)$ decays exponentially over a length $\xi$, by the Combes-Thomas estimate. Let $u(\mathbf x)$ be the image potential, $u(0)=\delta$, and $\tilde u=u-\delta$. Then $(z-H_0-u)^{-1}=(z-\delta-H_0-\tilde u)^{-1}$ identically, and the resolvent identity gives

$$G_{\tilde u}(z)-G_0(z)=G_0(z)\,\tilde u\,G_{\tilde u}(z).$$

Both factors decay over $\xi$, and within that range $\tilde u=O(\xi^2/L^3)$ if $\xi$ is at least about a lattice spacing. At a site of low symmetry the local fields of the host add a term linear in $x$, but it too is of order $L^{-3}$. So near the defect $G_u(z)=G_0(z-\delta)+O(\xi^2/L^3)$, without any expansion in $\delta$. The density matrix in $\Sigma^x$, the density in $v^{xc}$ and the polarisability in $W$ are frequency integrals of such resolvents along a contour that crosses the gap, and a local shift of $z$ leaves them unchanged to the same order. One link is a scaling estimate and was not tested: $W$ is long-ranged and samples distant regions. The excess polarisability $a$ of the image defects changes $W$ at the defect by about $\sum_{\mathbf R}a/R^4\sim a/L^4$, and the image field modifies the host polarisability by an amount estimated at order $L^{-3}$. The ion calculations omit the first effect by using the isolated kernel. In cells of 20 to 40 bohr it is not negligible beside the $L^{-3}$ term, so a periodic GW calculation with a converged head will not follow the $L^{-3}$ formula as closely as those numbers do; the $1/L$ term is unaffected.

The locality argument was tested on a ring of $N$ sites with alternating energies $\mp0.1$ Ha, hopping $0.05$ Ha, one anion site raised by $0.12$ Ha and the short-range kernel $U e^{-|i-j|}$, $U=0.25$ Ha. The exchange-correlation potential subtracted in the quasiparticle equation is $v^{xc}_i=-Un_i$, where $n_i$ is the occupation of site $i$ per spin. The defect level lies at $-0.01568$ Ha, its quasiparticle level at $-0.03082$ Ha, and $Z=0.8919$. The potential $\delta\cos(2\pi j/N)$ has zero mean and curvature $\propto N^{-2}$. The response $dE/d\delta$ is $0.91736$, $0.97854$ and $0.99458$ for $N=16$, $32$ and $64$. The deficits $0.08264$, $0.02146$ and $0.00542$ fall by factors $3.85$ and $3.96$, and the extrapolation $(4\times0.99458-0.97854)/3$ gives $0.99993$. The deficit is about $2.5$ times that of the mean-field level, which is $0.00220$ at $N=64$. Level and eigenvalue share the limit but not the curvature term, as in the ions, where $dE_d/d\lambda\neq d\varepsilon_d/d\lambda$; the size of the ratio is not derived here.

**Two shifts that are not passed on in full**

Suppose one corrects $\varepsilon_d$ by $s$ inside $G_0$, at fixed $W$, and leaves all other levels. Split $\Sigma^c=\Sigma_d+\Sigma_o$ into the poles with $m=d$ and the others. Then $E=\varepsilon_d+s+\Sigma^x-v^{xc}+\Sigma_d(E-s)+\Sigma_o(E)$, and differentiating, $dE=ds+\Sigma_d'(dE-ds)+\Sigma_o'\,dE$. Collecting terms and using $1-\Sigma_d'=Z^{-1}+\Sigma_o'$,

$$\eta=\frac{dE}{ds}=Z\,(1-\Sigma_d')=1+Z\,\Sigma_o' .$$

Each pole contributes $-w^2/(\ldots)^2\le0$ to a derivative, so the first form gives $\eta\ge Z$ and the second $\eta\le1$. Finite differences confirm $\eta=0.93910$ for B$^+$. On the ring $\eta=0.9799$ at all three sizes, so this deficit does not vanish in large cells. At $N=32$ the true response $0.97854$ happens to lie below $\eta$; the two are told apart by their dependence on size. The correction therefore belongs in full on the final quasiparticle energy.

The second case is an error of $\Sigma$ itself: a $\Gamma$-point calculation that uses $v_{\rm per}$ in $\Sigma$ with the head dropped. I treat it for a compact system in vacuum, because host transition densities fill the cell and the expansion of $\Delta$ does not apply to them. Exchange is $\Sigma^x_{dd}=-\sum_i(di|id)$. For $i=d$ the pair density has unit charge, and an $s$ level has no dipole, so $-(dd|\Delta|dd)=\alpha/L-2c\langle r^2\rangle_d$. For $i\neq d$ the pair density has zero charge by orthogonality, which removes the constant and the $r^2$, $r'^2$ terms and leaves $+2c\,|\langle d|\mathbf r|i\rangle|^2$, zero between $s$ states. An empty level has no $i=d$ term and so no $1/L$ error. In $\Sigma^c$ every integral contains a chargeless density $ia$, and the constant drops out as well. The static change $s=\alpha/L+O(L^{-3})$ leaves the poles in place, so $\delta E\,(1-\Sigma^{c\,\prime})=s+O(s^2)$. The total shift is

$$\delta E_{\rm occ}=(q+Z)\frac{\alpha}{L}+O(L^{-2}),\qquad\delta E_{\rm empty}=\frac{q\alpha}{L}+O(L^{-3}).$$

Cells of 200 and 400 bohr, extrapolated in $1/L$, give $0.8599$, $1.9004$ and $2.9222$ against $q+Z=0.8599$, $1.9003$ and $2.9222$, and for the lowest empty level ($2p$) the coefficients fitted on the cells of 20, 28 and 40 bohr are $0$, $1$ and $2$ to four decimals. By this formula an occupied level at $q=-1$ has the small coefficient $-(1-Z)$, a near cancellation of two separate errors that could pass for convergence.

**Why this is not the total-energy correction**

A level obtained as a difference of total energies of cells with charges $q$ and $q+1$, both screened by the same $\epsilon$, needs $[(q+1)^2-q^2]\,\alpha/(2\epsilon L)=(q+\tfrac12)\,\alpha/(\epsilon L)$. The extra $\alpha/(2\epsilon L)$ is the interaction of the added charge with its own images. GW with a converged head removes one electron from the infinite crystal, not one per cell, so that term is absent. The array of charges $q$ that was present beforehand remains, and it gives $q\alpha/(\epsilon L)$.

**Worked numbers**

Take the $2s$ level of B$^+$, $q=1$, $\epsilon=1$, $L=28$ bohr. The reference is the isolated ion at the same level, $G_0W_0$@LDA/cc-pVDZ, which is not basis-converged and has no self-consistency, vertex or relativistic terms. Errors below are relative to that reference.

The leading shift is $2.837297/28=0.101332$ Ha $=2.757$ eV, and $c=2\pi/(3\times21952)=9.541\times10^{-5}$ bohr$^{-3}$. With $Q=-8.1100$ and $d\varepsilon_d/d\lambda=5.3863$ bohr$^2$, the Kohn-Sham shift is $0.101332+9.541\times10^{-5}\times2.7237=0.101592$ Ha, which takes the eigenvalue from $-0.715236$ to $-0.61364$ Ha. With $dE_d/d\lambda=4.4306$ bohr$^2$, the $L^{-3}$ part for the quasiparticle is $9.541\times10^{-5}\times3.6794=0.000351$ Ha, and the total is $0.101683$ Ha.

With the isolated kernel in $\Sigma$, which leaves out the $L^{-4}$ polarisation of the image ions (comparable at this cell size to the $L^{-3}$ part), the periodic quasiparticle level is $-0.808050$ Ha $=-21.988$ eV, against $-0.909734$ Ha $=-24.755$ eV for the isolated ion. Subtracting the leading term gives $-0.909382$ Ha, an error of $3.5\times10^{-4}$ Ha, and subtracting the full expression gives $-0.909733$ Ha. Scaling the correction by $Z=0.9003$ gives $-0.8996$ Ha, too high by $0.0101$ Ha. Scaling it by $\eta$, the linear estimate of a one-level shift, gives $-0.9035$ Ha, too high by $0.0062$ Ha. Applying $2/q$ to the whole total-energy error, $2\times0.051440=0.102880$ Ha, overcorrects by $0.0012$ Ha through its wrong $L^{-3}$ term. With the head dropped the shift is $0.191993$ Ha, near $1.9003\times0.101332=0.19256$ Ha.

For a model defect with round parameters, $q=+2$, $L=20$ bohr, $\epsilon_\infty=3$, $\epsilon_0=5$, the unit is $\alpha/L=0.141865$ Ha. With ions relaxed in the same charge state the level must be lowered by $(2/5)\,\alpha/L=0.0567$ Ha $=1.54$ eV. This equals $E_{\rm corr}$ because $2/q=1$ at $q=2$. With the host ions unrelaxed it is $(2/3)\,\alpha/L=0.0946$ Ha $=2.57$ eV. With ions relaxed in $q'=1$ it is $(1/5+1/3)\,\alpha/L=0.0757$ Ha $=2.06$ eV. The total-energy difference $q\to q+1$ in the unrelaxed host needs $(2.5/3)\,\alpha/L=0.1182$ Ha $=3.22$ eV. These are leading-order values, without $L^{-3}$ terms.

**Where the result fails**

The locality step needs $\xi\ll L$ and a level that stays in the gap of the mean-field spectrum after the shift. This applies to $\varepsilon_d$. The argument above also places $E_d$ in that gap, since it evaluates the resolvent at ${\rm Re}\,z=E_d$, but this is a sufficient condition and not a necessary one: the poles of $\Sigma^c$ lie at $\varepsilon_i-\Omega_s$ and $\varepsilon_a+\Omega_s$, an excitation energy away from the levels themselves. A semilocal gap is the one that counts here, and a shift of the size just computed can push $\varepsilon_d$ into a band, where the state hybridises, the charge spreads and $q$ is no longer compact. Shallow levels violate $\xi\ll L$ from the start, and band edges should be taken from the bulk, aligned through the mean potential, not corrected with this formula. The derivation also assumes linear screening, a single well-defined quasiparticle solution and a cubic cell and host. A hybrid starting point with full-range exchange adds its own exchange head to $\varepsilon_d$ of an occupied level, which has to be converged separately. A hybrid with only short-range exchange has no such $1/L$ term, because its exchange kernel is finite at $\mathbf G=0$.

## Computed values

```
Madelung constant alpha = 2.837297
Ions, G0W0@LDA/cc-pVDZ, 2s level; energies in Ha, lengths in bohr
Be q=0 isolated: KS -0.206127 QP -0.331457 Z 0.8599
  Q -17.0652, dKS/dlam 12.3979, dQP/dlam 10.2691 (bohr^2)
  L=20 shift KS 0.004468 QP 0.004468 formula 0.004468 Etot -0.000000 | no head: Sx 0.137524 QP 0.122648
  L=28 shift KS 0.001628 QP 0.001628 formula 0.001628 Etot -0.000000 | no head: Sx 0.099750 QP 0.087485
  L=40 shift KS 0.000558 QP 0.000558 formula 0.000558 Etot 0.000000 | no head: Sx 0.070390 QP 0.061189
  1/L coefficients /alpha: KS -0.0000 QP -0.0000 no-head empty -0.0000 Etot -0.0000
  no-head occ shift*L/alpha: L=200 0.8607, 400 0.8603, limit 0.8599, q+Z 0.8599
  no-head occ, exchange response removed: 1/L coefficient /alpha 0.0000
B q=1 isolated: KS -0.715236 QP -0.909734 Z 0.9003
  Q -8.1100, dKS/dlam 5.3863, dQP/dlam 4.4306 (bohr^2)
  L=20 shift KS 0.142580 QP 0.142831 formula 0.142828 Etot -0.073058 | no head: Sx 0.139815 QP 0.268144
  L=28 shift KS 0.101592 QP 0.101683 formula 0.101683 Etot -0.051440 | no head: Sx 0.100586 QP 0.191993
  L=40 shift KS 0.071022 QP 0.071053 formula 0.071053 Etot -0.035732 | no head: Sx 0.070677 QP 0.134580
  1/L coefficients /alpha: KS 1.0000 QP 1.0000 no-head empty 1.0000 Etot -0.5000
  no-head occ shift*L/alpha: L=200 1.9001, 400 1.9002, limit 1.9004, q+Z 1.9003
  no-head occ, exchange response removed: 1/L coefficient /alpha 1.0000
  midgap Sigma_c: poles -0.0758084, imaginary axis -0.0758084
  single-level shift: eta 0.93910, finite difference 0.93910
C q=2 isolated: KS -1.477055 QP -1.744099 Z 0.9222
  Q -4.7317, dKS/dlam 2.9095, dQP/dlam 2.4493 (bohr^2)
  L=20 shift KS 0.283445 QP 0.283687 formula 0.283686 Etot -0.286209 | no head: Sx 0.140676 QP 0.412800
  L=28 shift KS 0.202560 QP 0.202648 formula 0.202648 Etot -0.203567 | no head: Sx 0.100899 QP 0.295393
  L=40 shift KS 0.141829 QP 0.141859 formula 0.141859 Etot -0.142175 | no head: Sx 0.070784 QP 0.206992
  1/L coefficients /alpha: KS 2.0000 QP 2.0000 no-head empty 2.0000 Etot -2.0000
  no-head occ shift*L/alpha: L=200 2.9217, 400 2.9220, limit 2.9222, q+Z 2.9222
  no-head occ, exchange response removed: 1/L coefficient /alpha 2.0000
Dipole lattice: polarisabilities 0.09549, 0.13642 (spacing^3)
  -(1/L coefficient)/alpha from n = 6,8,10,12 | n = 16,20,24,32 | formula
  electronic: 0.33414 | 0.33334 | 0.33333
  relaxed: 0.20401 | 0.20000 | 0.20000
  q=0 on q'=1 ions: -0.13013 | -0.13334 | -0.13333
Ring: t 0.05, half gap 0.1, defect raise 0.12, U 0.25 (Ha)
  N=16 level -0.01568 QP -0.03082 Z 0.8919 dKS/ddelta 0.96655 dQP/ddelta 0.91736 eta 0.97992
  N=32 level -0.01568 QP -0.03082 Z 0.8919 dKS/ddelta 0.99130 dQP/ddelta 0.97854 eta 0.97993
  N=64 level -0.01568 QP -0.03082 Z 0.8919 dKS/ddelta 0.99780 dQP/ddelta 0.99458 eta 0.97993
  dQP/ddelta extrapolated in N^-2: 0.99993
Example B+, L=28 bohr: KS isolated -0.715236, periodic -0.613643 Ha
  QP isolated -0.909734 Ha = -24.755 eV, periodic -0.808050 Ha = -21.988 eV
  q alpha/L 0.101332 Ha = 2.757 eV; L^-3 part 0.000351 Ha
  corrected QP: leading -0.909382, with L^-3 -0.909733 Ha
  wrongly scaled: by Z -0.899599, by eta -0.903541 Ha
Model defect q=2, L=20 bohr, eps_inf=3, eps_0=5
  E_corr (eps_0): 0.056746 Ha = 1.544 eV
  GW shift, ions relaxed in q: 0.056746 Ha = 1.544 eV
  GW shift, host ions unrelaxed: 0.094577 Ha = 2.574 eV
  GW shift, ions relaxed in q-1: 0.075661 Ha = 2.059 eV
  energy difference q->q+1, unrelaxed: 0.118221 Ha = 3.217 eV
```
